# Why no nonnegative mixture of decays gives a compressed exponential

**Q.** I apply a voltage step to a ferroelectric capacitor and follow the fraction of polarization that has not yet switched. It fits

$$\varphi(t)=\exp\!\left[-(t/\tau)^{\beta}\right]$$

with $\beta$ close to 2. For stretched relaxation, $\beta<1$, I would speak of a distribution of relaxation rates. May I do the same here?

**A.** Let us first say what that would mean. Suppose the film consists of independent parts, each decaying as $e^{-kt}$ with its own fixed rate $k\ge 0$. If $d\mu(k)$ is the share of parts with rates near $k$, the whole film follows

$$m(t)=\int_{[0,\infty)} e^{-kt}\,d\mu(k),\qquad \mu\ge 0,\qquad \int d\mu=m(0)=1 .$$

The measure $\mu$ may be a sum of discrete lines, a smooth density, or both. A part with $k=0$ never decays. The question is whether some such $\mu$ gives $m=\varphi$ at all times when $\beta>1$. Look at the start of the curve: what is the initial slope of your function?

**Q.** Differentiating gives $\varphi'(t)=-\beta\,t^{\beta-1}\tau^{-\beta}\varphi(t)$. For $\beta>1$ this goes to zero as $t\to0$, so the curve starts flat.

**A.** Yes. It helps to have this as a bound too. Since $1-e^{-x}\le x$ for $x\ge0$, putting $x=(t/\tau)^\beta$ and dividing by $t$ gives

$$0\le\frac{1-\varphi(t)}{t}\le\frac{t^{\beta-1}}{\tau^{\beta}}\;\longrightarrow\;0\qquad(t\to0^+).$$

For the mixture, differentiating under the integral at $t=0$ suggests $-m'(0)=\int k\,d\mu=\langle k\rangle$: the initial slope measures the mean rate. A flat start then demands $\langle k\rangle=0$.

**Q.** You exchanged a derivative and an integral. What if the spectrum has a long tail of fast rates and the mean is infinite?

**A.** Then the exchange needs a justification, and a cutoff supplies one. For $x\ge0$ we have $1-e^{-x}=\int_0^x e^{-s}ds\ge x\,e^{-x}$, because the integrand is at least $e^{-x}$ throughout. Take any finite rate $K$ and discard the parts with $k>K$. Their contribution to $1-m$ is not negative, so discarding them can only lower the result:

$$\frac{1-m(t)}{t}=\int\frac{1-e^{-kt}}{t}\,d\mu\;\ge\;\int_{[0,K]}k\,e^{-kt}\,d\mu\;\ge\;e^{-Kt}\int_{[0,K]}k\,d\mu .$$

Now assume $m=\varphi$ and let $t\to0^+$ with $K$ fixed. The left side goes to zero and $e^{-Kt}\to1$, so $\int_{[0,K]}k\,d\mu\le0$. The integrand and the weights are nonnegative, so this integral is zero for every $K$. Letting $K$ grow gives $\langle k\rangle=0$. No finite mean was assumed.

**Q.** And a zero mean rate is impossible?

**A.** It is possible, but only for a film that does nothing. For any $\delta>0$, the parts with $k\ge\delta$ contribute at least $\delta\,\mu([\delta,\infty))$ to the mean, so

$$\delta\,\mu([\delta,\infty))\le\langle k\rangle=0 .$$

No weight lies above any positive rate. All of it sits at $k=0$, and $m(t)=1$ for ever. But $\varphi(\tau)=1/e$. This contradiction excludes every nonnegative mixture, for every $\beta>1$.

**Q.** Where does the argument let go when $\beta\le1$?

**A.** At the first step. For $\beta=1$ the initial slope has magnitude $1/\tau$, and a single rate $k=1/\tau$ does the job. For $\beta<1$ the slope is infinite, which calls for an infinite mean rate, and nothing forbids that. The case $\beta=1/2$ can be written out. With $\tau=1$, take the density

$$g(k)=\frac{1}{2\sqrt\pi}\,k^{-3/2}e^{-1/(4k)}\ge0 .$$

Substitute $k=1/(4x^2)$, so that $k^{-3/2}=8x^3$ and $|dk|=dx/(2x^3)$. Then

$$\int_0^\infty g(k)e^{-kt}dk=\frac{2}{\sqrt\pi}\,I(b),\qquad I(b)=\int_0^\infty e^{-x^2-b^2/x^2}dx,\qquad b=\frac{\sqrt t}{2}.$$

Differentiating, $I'(b)=-2\int_0^\infty (b/x^2)\,e^{-x^2-b^2/x^2}dx$. The substitution $y=b/x$ has $|dy|=(b/x^2)dx$ and swaps the two terms in the exponent, so $I'=-2I$. With $I(0)=\sqrt\pi/2$ this gives $I=(\sqrt\pi/2)e^{-2b}$, and the mixture equals $e^{-\sqrt t}$.

At large $k$ the integrand of the mean, $k\,g(k)$, falls only as $k^{-1/2}$, so the mean diverges. Numerical integration up to $k=100/\tau$ gives $5.16/\tau$, and up to $10^4/\tau$ it gives $55.9/\tau$.

**Q.** The proof rests on $t\to0$, where my data are worst. Is there a reason that acts at later times?

**A.** There is: in a mixture the fast parts leave first. For $t>0$ the factor $e^{-kt}$ makes all the integrals below converge, so we may differentiate freely. Let $\langle\cdot\rangle_t$ be the average over the survivors, with weights $e^{-kt}d\mu/m(t)$. Then

$$\frac{d\ln m}{dt}=\frac{m'}{m}=-\langle k\rangle_t,$$

$$\frac{d^2\ln m}{dt^2}=\frac{m''}{m}-\left(\frac{m'}{m}\right)^2=\langle k^2\rangle_t-\langle k\rangle_t^2\ge0 .$$

The second derivative is the variance of the surviving rates. The loss rate per survivor, $-m'/m$, can therefore fall or stay constant, but it cannot rise. For your function $\ln\varphi=-(t/\tau)^\beta$, so

$$-\frac{\varphi'}{\varphi}=\frac{\beta\,t^{\beta-1}}{\tau^\beta},\qquad \frac{d^2\ln\varphi}{dt^2}=-\frac{\beta(\beta-1)t^{\beta-2}}{\tau^\beta}<0 .$$

The loss rate per survivor rises at all times. A mixture would need a negative variance to imitate it.

**Q.** Second derivatives of noisy data are no pleasure. Can I compare plain values?

**A.** Yes. Take $n>1$ and write $x=e^{-kt}$, with mean $a=\int x\,d\mu=m(t)$. The function $x^n$ is convex, so it lies above its tangent at $a$: $x^n\ge a^n+na^{n-1}(x-a)$. Averaging removes the last term and leaves

$$m(nt)=\int x^n\,d\mu\;\ge\;m(t)^n .$$

For the compressed exponential,

$$\varphi(nt)=\exp\!\left[-n^\beta(t/\tau)^\beta\right]=\varphi(t)^{\,n^\beta}<\varphi(t)^n,$$

because $n^\beta>n$ and $0<\varphi(t)<1$. The inequality is broken for every $t>0$ and every $n>1$. Two measured points can suffice. If each value may be off by $e$, a gap $\varphi(t)^n-\varphi(nt)$ larger than $[1+n\varphi(t)^{n-1}]\,e$ is enough, because the power multiplies a small error of the earlier value by about $n\varphi(t)^{n-1}$.

**Q.** If not a mixture, what produces $\beta=2$ in a film?

**A.** One model is growth from nuclei. Suppose reversed nuclei are present at the start, scattered at random with areal density $N$, and each grows as a circle whose wall moves at constant speed $v$. A point is still unswitched at time $t$ if no nucleus lies within the distance $vt$. With $M$ nuclei in a large area $A$, that probability is

$$\left(1-\frac{\pi v^2t^2}{A}\right)^{M}\longrightarrow e^{-\pi Nv^2t^2}\qquad(A\to\infty,\;M/A=N).$$

Hence $\beta=2$ and $\tau=1/(v\sqrt{\pi N})$. The loss rate per survivor is $2t/\tau^2$. It rises because the circles have longer edges as they grow: a point's chance of switching depends on what its surroundings have done. Independent parts that each decay in a single step at a fixed rate lack this.

**Q.** Put numbers in.

**A.** Take $N=10\ \mu\mathrm{m}^{-2}$ and $v=0.2$ m/s, which is $0.2\ \mu$m/µs. Then $\pi Nv^2=\pi\times10\times0.04=1.257\ \mu\mathrm{s}^{-2}$ and $\tau=0.892$ µs.

I simulated 200 films of $10\times10\ \mu\mathrm{m}^2$ with randomly placed nuclei, their number Poisson-distributed about a mean of 1000, and periodic edges, probing 2000 random points in each. The unswitched fraction was $0.7775\pm0.0008$ at $\tau/2$ and $0.3671\pm0.0012$ at $\tau$, with standard errors. The law gives 0.7788 and 0.3679. The drop in $\ln\varphi$ was 0.252 in the first half of the interval $\tau$ and 0.750 in the second, so the survivors were lost about three times as fast in the second half.

Now test the law against mixtures. At $\tau/100=8.9$ ns the fraction left is 0.9999. Any mixture with that value must keep at least $0.9999^{100}=0.990$ at $\tau$. The growth law keeps 0.368. This early pair tests the ideal law rather than a real film: by $\tau/100$ the wall has moved only 1.8 nm, less than the film thickness, and real nuclei of finite radius already have an edge, so their start is not exactly flat. With later points, a mixture that passes through 0.7788 at $\tau/2$ must keep at least $0.7788^2=0.607$ at $\tau$, again against 0.368.

**Q.** A fitting program with fifty rates will still return something. How bad must its fit be?

**A.** Let $\varepsilon$ be the largest error of the mixture, relative to the initial value 1. Write $\varphi_1=\varphi(t)$ and $\varphi_2=\varphi(2t)$. If $\varepsilon\le\varphi_1$, then $m(t)\ge\varphi_1-\varepsilon\ge0$ and $m(2t)\le\varphi_2+\varepsilon$, so $m(t)^2\le m(2t)$ requires

$$(\varphi_1-\varepsilon)^2\le\varphi_2+\varepsilon
\;\Longleftrightarrow\;
\varepsilon^2-(2\varphi_1+1)\varepsilon+\varphi_1^2-\varphi_2\le0 .$$

Thus $\varepsilon$ cannot be less than the smaller root,

$$\varepsilon\ge\tfrac12\left[2\varphi_1+1-\sqrt{(2\varphi_1+1)^2-4(\varphi_1^2-\varphi_2)}\right].$$

At $\varepsilon=\varphi_1$ the quadratic equals $-\varphi_1-\varphi_2<0$, so $\varphi_1$ itself exceeds the smaller root, and the bound also holds when $\varepsilon>\varphi_1$.

For $\beta=2$, scanning $t$ in steps of $0.025\tau$ up to $2\tau$ gives a largest lower bound of 0.11. To find the error of an actual best fit, I minimized the largest deviation by linear programming. It used 161 times from 0 to $4\tau$, and the rate zero plus 281 rates spaced logarithmically from $10^{-3}/\tau$ to $10^4/\tau$. With the weights required to sum to 1, the result is 0.158. Halving the number of rates changes it by $1\times10^{-4}$, so a finer spectrum does not help. If the program may also adjust the total weight, the misfit falls to 0.12, but the fitted curve then starts at 1.12 instead of 1. The same procedure fits $\beta=1/2$ at these times to within solver rounding.

At $\beta=2$, a largest deviation of 12% to 16% of full scale is hard to overlook in a plot of the residuals, although the root-mean-square misfit is smaller. Near $\beta=1$ the matter is more delicate. For $\beta=1.05$ and the same $\tau$, the average early rate $(1-\varphi)/t$ is 0.956, 0.887 and 0.793 µs$^{-1}$ at $\tau/10$, $\tau/100$ and $\tau/1000$. It does tend to zero, but an extrapolation from such data would suggest a finite slope. For $\beta=2$ the corresponding values are 0.112, 0.0112 and 0.0011 µs$^{-1}$.

**Q.** Suppose I allow negative weights. Can I keep the sum of exponentials?

**A.** Negative weights do allow a flat start. Let each part pass through two steps in succession, A→B→C, with different rates $k_1$ and $k_2$, and count A and B as unswitched. Then $p_A=e^{-k_1t}$, and $p_B'=k_1p_A-k_2p_B$ with $p_B(0)=0$ gives

$$p_B=\frac{k_1}{k_2-k_1}\left(e^{-k_1t}-e^{-k_2t}\right),\qquad
S=p_A+p_B=\frac{k_2e^{-k_1t}-k_1e^{-k_2t}}{k_2-k_1}.$$

One weight is negative, and $S'(0)=(-k_1k_2+k_1k_2)/(k_2-k_1)=0$. The weighted mean rate vanishes by cancellation, which nonnegative weights cannot do. With $k_1=1$ and $k_2=2$ µs$^{-1}$, $S(2\,\mu\mathrm{s})=0.252$ lies below $S(1\,\mu\mathrm{s})^2=0.361$. So a flat start does not by itself prove domain growth.

The compressed exponential, however, is not even a signed mixture of finite total absolute weight $V$. Such a mixture extends to complex times as $F(z)=\int e^{-kz}d\nu(k)$, where $\nu$ is the signed measure. It is analytic for $\mathrm{Re}\,z>0$ and obeys $|F(z)|\le V$ there, since $|e^{-kz}|\le1$. The function $\exp[-(z/\tau)^\beta]$, with the principal power, is analytic in the same region. If the two agree for real $t>0$, they agree throughout it. But along $z=re^{i\theta}$

$$|\varphi(z)|=\exp\!\left[-(r/\tau)^\beta\cos\beta\theta\right].$$

For $\beta>1$ we can choose $\theta$ slightly above $\pi/(2\beta)$ and still below $\pi/2$. There $\cos\beta\theta<0$, and $|\varphi|$ grows without bound. For $\beta=2$ and $\theta=55^\circ$ it is 3.9 at $r=2\tau$ and 238 at $r=4\tau$. No finite $V$ suffices.

**Q.** Could my circuit produce the flat start?

**A.** It could. The theorem assumes fixed rates. If the voltage rises slowly and a single rate grows as $k(t)=ct$, then $m=\exp(-ct^2/2)$, which is compressed with $\beta=2$ and needs no domain growth. So compare the rise time with $\tau$, and count time from the moment the field arrives. If a plain exponential starts late by $t_0$, it reads $e^{-k(t-t_0)}$ for $t>t_0$. The square of its value at $t$ then exceeds its value at $2t$ by the factor $e^{kt_0}$, which looks like a violation.

For a film of $10\times10\ \mu\mathrm{m}^2$, 10 nm thick, with relative permittivity 30 and a 50 Ω series resistance, the charging time is $RC=0.13$ ns, far below 8.9 ns. With a switched charge of 40 µC/cm² and a 2 V step, the switching current at its peak drops 0.1% of the voltage across the resistor. The voltage source must of course be fast as well.

The linear dielectric charge matters more. It is $\epsilon_0\epsilon_rE=5.3$ µC/cm² at 2 MV/cm, or $5.3/45.3=12\%$ of the total. If it is not subtracted, it appears as a fast initial decay. The apparent fraction left at $\tau/100$ becomes 0.883, and the floor at $\tau$ becomes $0.8827^{100}\approx4\times10^{-6}$, which tests nothing. The pair at $\tau/2$ and $\tau$ still works: the apparent value at $\tau$ is 0.325, below the required 0.473. Subtracting too much is more dangerous. After normalization it multiplies all later values by a common factor above 1, so the square grows more than the value itself, and a plain exponential seems to break the inequality.

The final charge matters too. Suppose a single rate $k$ is at work, but the pulse ends at time $T$ and the charge switched by then is taken as the full charge. The apparent fraction left is

$$\frac{e^{-kt}-e^{-kT}}{1-e^{-kT}},$$

which contains a negative constant. For $T=2/k$ it is 0.269 at $t=1/k$, below the square of its value at $t=1/(2k)$, 0.297. A plain exponential then seems to break the inequality. So make sure that the pulse is long enough for the switched charge to saturate.

**Q.** How close is this model to a real film?

**A.** The inputs are rough values for a thin-film ferroelectric capacitor. Wall speed depends strongly on field and material, so $\tau$ could differ by orders of magnitude; at fixed $\beta$ the comparisons between the growth law and mixtures, in units of $t/\tau$, would not change, but the circuit estimates would. At $\tau=9$ ns, for example, $RC$ exceeds $\tau/100$ and the series voltage drop is about 10%. In a fine-grained film, grain boundaries may stop a wall before it has travelled $v\tau=0.18\ \mu$m, and the growth law then fails. This is a real concern here: the electrical values resemble those of polycrystalline hafnium zirconium oxide, whose grains are usually much smaller than that. For such a film the growth model illustrates how $\beta=2$ can arise; it does not establish the cause. Some smaller effects and a check on the field, for the same film, are these:

- Open edges raise the fraction left at $\tau$ by 0.007.
- The simulated films scatter by 0.017 at $\tau$. Of this, $\sqrt{0.37\times0.63/2000}=0.011$ is sampling error from the probe points, and subtracting the variances leaves $\sqrt{0.017^2-0.011^2}\approx0.013$ between devices. Most of this comes from the number of nuclei: it fluctuates by $1/\sqrt{1000}=3.2\%$, which moves the fraction left by $0.37\times0.032=0.012$. With exactly 1000 nuclei in every film the scatter between devices would be about 0.006.
- An assumed leakage of $10^{-3}$ A/cm² adds $4.5\times10^{-5}$ of the switched charge over $2\tau$.
- Heating is about 0.05 K. This is a steady estimate at peak power, with conductivities of 1 W/(m K) for the film and 100 W/(m K) for the base.
- The field is half of an assumed breakdown field of 4 MV/cm.

An assumption that can matter much more is a single $\tau$. Real films can have a broad spread of local switching times. Let the local time constant be $\tau e^{\sigma z}$, with $z$ a standard normal variable and the median $\tau$ held fixed. At $\sigma=1.01$, found by numerical root finding, the violation at the pair $\tau/2$, $\tau$ has vanished.

**Q.** Then the film has become an ordinary mixture?

**A.** No. Each region still starts flat, and for this spread so does the average. Using $1-e^{-x}\le x$ in each region,

$$\frac{1-\bar\varphi(t)}{t}\le\frac{t}{\tau^2}\left\langle e^{-2\sigma z}\right\rangle=\frac{t}{\tau^2}\,e^{2\sigma^2}\to0 ,$$

so the theorem still excludes a nonnegative mixture. The evidence has moved to earlier times. At $0.3\tau$ the fraction left is 0.784, while the square of its value at $0.15\tau$ is 0.826. Errors below 0.015 in each measured value cannot close that gap. Going much earlier does not help: for the pair $\tau/100$, $\tau/50$ the gap is only 0.0014. Passing the inequality at one pair of times therefore does not establish a mixture, whereas failing it beyond the errors excludes one, provided that the data are correctly normalized and the full field is present from $t=0$.

A spread with enough very fast regions can even remove the flat start. Replace $t$ by $t^2$ in the formula for $\beta=1/2$:

$$\int_0^\infty g(s)\,e^{-st^2}ds=e^{-t}\qquad(\tau=1).$$

Regions that each follow a compressed law with $\beta=2$ then add up to one simple exponential. Under those same conditions, a violation beyond the errors thus excludes independent single-step decays at fixed rates, but a simple exponential does not prove them.
